# Mott Thermopower of a Degenerate Isotropic Kane Band with Constant Relaxation Time, part 2

We study the thermopower $S$ of degenerate conduction electrons of charge $-e$, with $e>0$, in an isotropic Kane band with twofold spin degeneracy:

$$\gamma(E)\equiv E(1+\alpha E)=\frac{\hbar^2k^2}{2m_0},\qquad \alpha\ge 0, \tag{1}$$

Here $m_0$ is the band-edge mass, and $E$, the chemical potential $\mu$ and the Fermi energy $E_F$ are measured from the band edge. The velocity $v$ and transport mass $m_t$ are

$$v=\frac1\hbar\frac{dE}{dk}=\frac{\hbar k}{m_0(1+2\alpha E)},\qquad m_t\equiv\frac{\hbar k}{v}=m_0(1+2\alpha E). \tag{4}$$

With relaxation time $\tau$, the density of states per volume $g$ and the conductivity $\sigma(E)$ of an energy shell are

$$g=\frac{k^2}{\pi^2\hbar v}. \tag{13}$$

$$\sigma(E)=\frac{e^2\tau g v^2}{3}. \tag{11}$$

To first order in temperature, the Mott formula holds:

$$S=-\frac{\pi^2k_B^2T}{3e}\left.\frac{d\ln\sigma}{dE}\right|_{E_F}. \tag{17}$$

For $\tau$ independent of energy, the slope is

$$\frac{d\ln\sigma}{dE}=\frac32\,\frac{1+2\alpha E}{E(1+\alpha E)}-\frac{2\alpha}{1+2\alpha E}. \tag{19}$$

Its second term comes from the energy derivative of $m_t$, called the mass derivative below. The thermopower is then

$$S=-\frac{\pi^2k_B^2T}{3e}\left[\frac{3}{2}\,\frac{1+2\alpha E_F}{E_F(1+\alpha E_F)}-\frac{2\alpha}{1+2\alpha E_F}\right]. \tag{2}$$

For $\alpha\to0$ this becomes the parabolic result

$$S=-\frac{\pi^2k_B^2T}{2eE_F}. \tag{3}$$

Let $n$ be the electron density, $k_F=(3\pi^2n)^{1/3}$, $\gamma_F=\gamma(E_F)$ and $u=4\alpha\gamma_F=2\alpha\hbar^2k_F^2/m_0$, so that $1+2\alpha E_F=\sqrt{1+u}$. Corollary 1 states that, for constant $\tau$,

$$S=-\frac{\pi^2k_B^2T\,m_0}{e\hbar^2k_F^2}\,R(u),\qquad R(u)=\frac{1+2u/3}{\sqrt{1+u}}. \tag{20}$$

The factor $R$ compares the Kane band with a parabolic band of the same density and $m_0$. It increases with $u$, so nonparabolicity raises $|S|$ at fixed density.

The low-temperature expansion of the full thermopower integrals, with derivatives taken at $E=\mu$, is

$$S=-\frac{\pi^2k_B^2T}{3e}\frac{\sigma'}{\sigma}\left\{1+(k_BT)^2\left[\frac{7\pi^2}{30}\frac{\sigma'''}{\sigma'}-\frac{\pi^2}{6}\frac{\sigma''}{\sigma}\right]+\dots\right\}, \tag{15}$$

At fixed density, the chemical potential shifts by

$$\mu-E_F=-\frac{\pi^2}{6}(k_BT)^2\,\frac{g'(E_F)}{g(E_F)}+\dots \tag{16}$$

The "test band" in the numerical output has $\alpha=0.4$ eV$^{-1}$ and fixed $\mu=1$ eV, with $k_BT$ halved from 0.02 to 0.01 eV.

**Corollary 2 (fixed Fermi energy).** Let $x=\alpha E_F$. The ratio of (2) to the parabolic value (3) at the same $E_F$ is

$$Q(x)=1+\frac{x(2x-1)}{3(1+x)(1+2x)}. \tag{21}$$

*Proof.* Division of (19) by $3/(2E_F)$ gives

$$Q=\frac{1+2x}{1+x}-\frac{4x}{3(1+2x)}.$$

Subtract one and use $(1+2x)/(1+x)-1=x/(1+x)$:

$$Q-1=\frac{x}{1+x}-\frac{4x}{3(1+2x)}=\frac{x\,[3(1+2x)-4(1+x)]}{3(1+x)(1+2x)}=\frac{x(2x-1)}{3(1+x)(1+2x)}.\qquad\square$$

For $0<x<1/2$ the Kane magnitude is the smaller one, at $x=1/2$ the two agree, and for $x>1/2$ the Kane magnitude is the larger one. This does not contradict Corollary 1. Two bands with equal $E_F$ and equal $m_0$ but different $\alpha$ hold different densities, so the two comparisons answer different questions.

**Remark 4 (linear limit).** For $\alpha E_F\to\infty$, the two terms of (19) tend to $3/E_F$ and $-1/E_F$, and the slope is $2/E_F$. The band is then nearly linear, with constant velocity and $k\propto E$, so that $\sigma\propto k^2v\propto E^2$. Leaving out the mass derivative would give $3/E_F$, too large by a factor $3/2$.

**Example (a degenerate oxide film).** Take $n=5\times10^{20}$ cm$^{-3}$, or 0.5 nm$^{-3}$, with $m_0=0.20\,m_e$, $\alpha=0.4$ eV$^{-1}$ and $T=300$ K. The Fermi wave number is

$$k_F=(3\pi^2\times0.5)^{1/3}\ \text{nm}^{-1}=2.455\ \text{nm}^{-1}.$$

This gives $\gamma_F=1.1486$ eV and $u=4(0.4)(1.1486)=1.838$. Solving $1+2\alpha E_F=\sqrt{1+u}=1.6846$ yields

$$E_F=\frac{1.6846-1}{0.8}\ \text{eV}=0.856\ \text{eV},\qquad m_t=0.20(1.6846)\,m_e=0.337\,m_e.$$

The ratio $E_F/k_BT$ is 33, so the gas is strongly degenerate. The two slopes are

$$\frac32\,\frac{1.6846}{1.1486}=2.200\ \text{eV}^{-1},\qquad -\frac{0.8}{1.6846}=-0.475\ \text{eV}^{-1},$$

with sum 1.725 eV$^{-1}$. With $k_BT=0.02585$ eV, the constant $k_B/e$ is $0.02585/300$ V/K, or 86.17 µV/K. Hence

$$S=-\frac{\pi^2}{3}(86.17\ \mu\text{V/K})(0.02585\ \text{eV})(1.725\ \text{eV}^{-1})=-12.6\ \mu\text{V/K}.$$

Without the mass derivative the result would be $-16.1$ µV/K, which is 28 % larger in magnitude. The parabolic band with the same density gives $-9.6$ µV/K, and $R=(1+1.225)/1.6846=1.32$ accounts for the difference. The parabolic band with the same $E_F$ gives $-12.8$ µV/K. Such close agreement is found for every $x=\alpha E_F$ between 0 and $1/2$. Setting the derivative of (21) to zero gives $8x^2+4x-1=0$, so the largest difference in this range is at $x=(\sqrt3-1)/4=0.18$, where it is only 2.4 % of the parabolic value. It does not make the parabolic band a good description, since at that $E_F$ it holds only the fraction $(0.856/1.149)^{3/2}=0.64$ of the density.

At the same density and $m_0$, changing $\alpha$ to 0.3 or 0.5 eV$^{-1}$ gives $-11.9$ or $-13.3$ µV/K. An uncertainty of 0.1 eV$^{-1}$ in $\alpha$ thus moves the result by about 6 %.

**Remark 5 (a mass inferred from thermopower).** If $S$ and $n$ are known and the parabolic formula is solved for a mass, Corollary 1 shows that the answer is $m_0R(u)$. Here it is $0.20(1.32)\,m_e=0.264\,m_e$. This is neither the band-edge mass nor the transport mass $0.337\,m_e$. The inversion also presupposes constant $\tau$, an assumption that can matter more than the form of the band, as the cases with a single scattering mechanism show below.

**Remark 6 (finite temperature).** The full integrals, evaluated at fixed density, give $-12.644$ µV/K at 300 K. This differs from the leading law by 0.008 %, much less than $(k_BT/E_F)^2=0.09$ %. The reason is a near cancellation between two terms. Let $L_j$ be the $j$th derivative of $\ln\sigma$ at $E_F$. Differentiating (19) twice, with the values above, gives $L_1=1.725$, $L_2=-1.956$ and $L_3=4.65$ in powers of eV$^{-1}$. Then

$$\frac{\sigma''}{\sigma}=L_2+L_1^2=1.02\ \text{eV}^{-2},\qquad
\frac{\sigma'''}{\sigma'}=\frac{L_3+3L_1L_2+L_1^3}{L_1}=-0.195\ \text{eV}^{-2}.$$

The bracket in (15) is $2.303(-0.195)-1.645(1.02)=-2.13$ eV$^{-2}$. The chemical potential also falls. Since $g\propto k^2/v\propto\gamma^{1/2}(1+2\alpha E)$, its logarithmic slope is $g'/g=0.733+0.475=1.208$ eV$^{-1}$. By (16), the relative change of $S$ caused by the shift of $\mu$ is

$$-\frac{\pi^2}{6}\frac{g'}{g}\frac{L_2}{L_1}(k_BT)^2=+2.25\ \text{eV}^{-2}\,(k_BT)^2.$$

With $(k_BT)^2=6.68\times10^{-4}$ eV$^2$, the two contributions are $-0.142$ % and $+0.151$ %, and they nearly cancel. At 600 K the full result is $-25.3$ µV/K, and the deviation is still only 0.023 %. These figures hold $n$, $m_0$ and $\alpha$ fixed as the temperature changes.

**Proposition (energy-dependent relaxation time).** For an isotropic relaxation time $\tau(k)$, with $v_F$ the velocity at the Fermi level,

$$S=-\frac{\pi^2k_B^2T}{3e}\,\frac{1}{\hbar k_Fv_F}\left[3-\frac{u}{1+u}+\frac{d\ln\tau}{d\ln k}\right]. \tag{22}$$

*Proof.* From (11) and (13), $\sigma\propto\tau k^2v$. In the Kane band $v\propto k/\sqrt{1+u_k}$ with $u_k=2\alpha\hbar^2k^2/m_0$. Since $u_k\propto k^2$, the logarithmic derivative of the square root is $u/(1+u)$ at $k_F$, and

$$\frac{d\ln v}{d\ln k}=1-\frac{u}{1+u}=\frac1{1+u}.$$

Adding 2 from $k^2$ gives $3-u/(1+u)$, and $\tau$ adds its own slope. Finally $dE=\hbar v\,dk=\hbar kv\,d\ln k$ converts the derivative to energy. $\square$

In the example the constant-$\tau$ slope is $3-0.648=2.352$. Two scattering models illustrate how strongly this number can depend on the collisions. Both use plane-wave matrix elements in the Born approximation and leave out the overlap factors of Kane states. The donor model also takes the screening to be independent of wave vector. Its numbers carry these approximations: partial-wave phase shifts for the same screened potential, in a parabolic band of mass $m_t$, give a donor time near 15 fs in place of the 17.6 fs found below.

For dilute short-range scatterers with a constant matrix element, the golden rule makes the rate proportional to the density of final states. Thus $\tau\propto1/g\propto v/k^2$, and

$$\frac{d\ln\tau}{d\ln k}=\frac1{1+u}-2=-1-\frac{u}{1+u}=-1.648. \tag{23}$$

For screened, singly charged donors, the potential energy of an electron in Fourier space has magnitude $e^2/[\epsilon_0\epsilon_r(q^2+q_s^2)]$. Here $q^2=2k^2(1-\cos\theta)$ and $q_s^2=e^2g(E_F)/(\epsilon_0\epsilon_r)$. The screening belongs to the whole electron gas, so $q_s$ stays fixed when the energy of the scattered electron is varied. The transport rate carries the weight $1-\cos\theta$. With $t=1-\cos\theta$ and $b=4k^2/q_s^2$, the angular integral is

$$\int_0^2\frac{t\,dt}{(2k^2t+q_s^2)^2}=\frac1{4k^4}\int_0^2\frac{t\,dt}{(t+2/b)^2}=\frac{\Lambda(b)}{4k^4},\qquad \Lambda(b)=\ln(1+b)-\frac{b}{1+b}.$$

The last step uses the antiderivative $\ln(t+2/b)+(2/b)/(t+2/b)$. Multiplication by the density of final states, proportional to $k^2/v$, gives $\tau\propto k^2v/\Lambda$. Since $d\Lambda/db=b/(1+b)^2$ and $db/d\ln k=2b$,

$$\frac{d\ln\tau}{d\ln k}=2+\frac1{1+u}-\frac{2}{\Lambda}\left(\frac{b}{1+b}\right)^2. \tag{24}$$

With $\epsilon_r=9$, the screening length is 0.67 nm and $b=10.9$, so $\Lambda=1.561$ and the slope is $2.352-1.075=+1.277$.

By (22), $S$ scales with the total slope. Impurities alone give $-12.64(2.352+1.277)/2.352=-19.5$ µV/K, and short-range scatterers alone give $-3.8$ µV/K. Relative to the constant-$\tau$ value, the magnitude rises by 54 % or falls by 70 %.

When rates add, $1/\tau=\sum_j1/\tau_j$, and differentiation gives

$$\frac{d\ln\tau}{d\ln k}=\sum_j\frac{\tau}{\tau_j}\,\frac{d\ln\tau_j}{d\ln k}.$$

Each mechanism is weighted by its share of the total rate. A mobility of 40 cm$^2$/Vs corresponds to $\tau=m_t\times(\text{mobility})/e=7.7$ fs, whereas donors of density $n$ alone would give 17.6 fs. Their share is $7.66/17.56=0.436$. If the rest is assigned to short-range scatterers, which is a modelling choice, the slope is $0.436(1.277)-0.564(1.648)=-0.37$ and $S=-10.6$ µV/K. Constant $\tau$ is then off by a moderate amount because two large contributions of opposite sign partly cancel.

**Remark 7 (film surfaces and disorder).** The mean free path is $\ell=v_F\tau=6.5$ nm. Let the film have thickness $d=100$ nm and fully diffuse surfaces. Electrons leaving a surface at direction cosine $c$ to the normal lose, on average over the depth, a fraction $c\ell/d$ of their contribution, apart from exponentially small terms. The in-plane current has angular weight $\tfrac32(1-c^2)$ for $0<c<1$, so

$$\frac{\sigma_{\text{film}}}{\sigma}=1-\frac32\int_0^1(1-c^2)\frac{c\ell}{d}\,dc=1-\frac{3\ell}{8d}=0.976.$$

At constant $\tau$ the loss grows with $\ell\propto v$, and this reduces $|S|$ by 0.4 %. The size and sign of this change depend on $\tau(k)$: in the mixture above, $d\ln\ell/d\ln k=0.352-0.371$ is nearly zero, and the change is only about 0.02 %. The product $k_F\ell$ is 16, which supports the use of band states with collisions. The energy levels are nevertheless broadened. The transport time gives $\hbar/\tau=0.086$ eV, a tenth of $E_F$, but this is an underestimate, because forward collisions shorten the lifetime of a state while hardly reducing the current. Without the weight $t$, the angular integral for the donors contains $b^2/[2(1+b)]=4.99$ in place of $\Lambda=1.561$, so their total collision rate is 3.20 times their transport rate. For short-range scatterers the two rates are equal. In the mixture above, the total rate is thus $0.436(3.20)+0.564=1.96$ times $1/\tau$, and the lifetime broadening is about 0.17 eV, a fifth of $E_F$. Its effect on $S$ is not included.

**Relation to real films.** The parameters are rough values chosen to represent degenerate tin-doped indium oxide, a transparent electrode material. Of the assumptions examined here, the energy-independent relaxation time can have the largest effect. In the models above, replacing it moves $S$ from $-12.6$ µV/K to $-3.8$ or $-19.5$ µV/K when one mechanism acts alone, and to $-10.6$ µV/K in the mixture, a larger change than those from finite temperature, film surfaces or the assumed uncertainty in $\alpha$. With donors of density $n$ present, their share of the rate is proportional to the mobility. The value $-19.5$ µV/K belongs to a mobility of 92 cm$^2$/Vs, while $-3.8$ µV/K is approached only at low mobility: at 10 cm$^2$/Vs the mixture gives $-5.5$ µV/K, and $k_F\ell$ has already fallen to 4. The value $-12.6$ µV/K is therefore a result of the constant-$\tau$ model, not a prediction for a given film. Phonon drag, inelastic collisions with phonons, band tails and the Kane overlap factors are also left out. Their effects are not estimated here, so the two end values above are not bounds for a real film. In an amorphous oxide with low density or strong disorder, $k_F\ell$ can approach one or the Fermi level can enter the tail states. Equation (2) then loses its basis, because neither a sharp $k_F$ nor the band velocity (4) describes the carriers. The numerical output below lists the values used in this example.

## Computed results

```
electron density n = 5.0e+20 cm^-3
band-edge mass = 0.20 m_e
nonparabolicity alpha = 0.40 1/eV
temperature = 300 K, kT = 0.02585 eV
mobility = 40 cm2/Vs
static relative permittivity = 9.0
film thickness = 100 nm
Fermi wave number = 2.4554 1/nm
gamma at Fermi level = 1.1486 eV
Fermi energy = 0.8557 eV, E_F/kT = 33.10
alpha*E_F = 0.3423, u = 1.8377 (no unit)
transport mass at E_F = 0.3369 m_e
Fermi velocity = 8.437e+05 m/s
density-term slope = 2.2000 1/eV
mass-term slope = -0.4749 1/eV
total d ln sigma/dE = 1.7251 1/eV
S, Kane, constant tau = -12.643 uV/K
S without mass derivative = -16.124 uV/K
contribution of mass derivative = +3.481 uV/K
S parabolic, same density = -9.572 uV/K
S parabolic, same E_F = -12.848 uV/K
ratio Kane/parabolic, same density = 1.3209
ratio Kane/parabolic, same E_F = 0.9841
full k-sum 300 K: mu = 0.8544 eV, S = -12.644 uV/K
  deviation from leading law = +0.008 %
full k-sum 600 K: mu = 0.8504 eV, S = -25.292 uV/K
  deviation from leading law = +0.023 %
error ratio on halving T (test band) = 4.002
S for alpha = 0.3 1/eV, same density = -11.909 uV/K
S for alpha = 0.5 1/eV, same density = -13.344 uV/K
total relaxation time = 7.662 fs
impurity-only relaxation time = 17.557 fs
impurity-only mobility = 91.7 cm2/Vs
impurity share of scattering rate = 0.436
screening length = 0.6724 nm, b = 10.905
d ln sigma/d ln k, constant tau = 2.3524
d ln tau/d ln k, impurities = +1.2773
d ln tau/d ln k, short range = -1.6476
d ln tau/d ln k, mixture = -0.3711
S, impurities only = -19.508 uV/K
S, short range only = -3.788 uV/K
S, mixture = -10.649 uV/K
mean free path = 6.465 nm, k_F*path = 15.87
lifetime broadening hbar/tau = 0.0859 eV
broadening/E_F = 0.1004
film/bulk conductivity = 0.9758
surface change of S = -0.372 %
```
